# Where a nondegenerate two-level Schottky heat capacity peaks, and how high: a numerical check

```python
# Result under test: a system with two nondegenerate levels 0 and E has
#   C = k y^2 / cosh(y)^2,  y = E/(2 k T),
# with a single maximum where y tanh(y) = 1; there C = k (y^2 - 1), about
# 0.44 k, and k T = E/(2 y), about 0.42 E.
# Symbols: k Boltzmann constant, T temperature, E full splitting,
# D asymmetry energy, D0 tunnelling energy, E = sqrt(D^2 + D0^2).
# Energies are in micro-eV, temperatures in K, heat capacities in units of k.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

k_B = const.k / const.e * 1e6  # micro-eV per K


def populations(levels, temperature):
    weights = np.exp(-(levels - levels.min()) / (k_B * temperature))
    return weights / weights.sum()


def mean_energy(levels, temperature):
    return np.sum(populations(levels, temperature) * levels)


def heat_capacity(levels, temperature):
    """Energy variance over (k T)^2, for any list of levels."""
    p = populations(levels, temperature)
    mean = np.sum(p * levels)
    return np.sum(p * (levels - mean) ** 2) / (k_B * temperature) ** 2


def schottky(y):
    return (y / np.cosh(y)) ** 2


def find_peak(function, low, high):
    found = minimize_scalar(lambda t: -function(t), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, -found.fun


# Worked example: round model parameters
D, D0 = 12.0, 16.0
two_state = 0.5 * np.array([[D, -D0], [-D0, -D]])
pair = np.linalg.eigvalsh(two_state)
E = np.hypot(D, D0)
assert abs(pair[1] - pair[0] - E) < 1e-10
T_unit = E / k_B

# Closed form against the temperature derivative of the Boltzmann mean energy
for t in (0.1, 0.25, 0.42, 1.0, 3.0):
    T = t * T_unit
    step = 1e-4 * T
    slope = (mean_energy(pair, T + step) - mean_energy(pair, T - step)) / (2 * step)
    assert abs(slope / k_B / schottky(E / (2 * k_B * T)) - 1) < 1e-5
    assert abs(heat_capacity(pair, T) / (slope / k_B) - 1) < 1e-5

# Cold and hot limits
x_cold, x_hot = 20.0, 0.02
cold = heat_capacity(pair, T_unit / x_cold)
hot = heat_capacity(pair, T_unit / x_hot)
assert abs(cold / (x_cold ** 2 * np.exp(-x_cold)) - 1) < 1e-6
assert abs(hot / (x_hot ** 2 / 4) - 1) < 1e-3

# Slope formula, and a single turning point on a wide grid
for y in (0.3, 1.0, 1.5, 3.0):
    numeric = (schottky(y + 1e-5) - schottky(y - 1e-5)) / 2e-5
    formula = 2 * y * (1 - y * np.tanh(y)) / np.cosh(y) ** 2
    assert abs(numeric - formula) < 1e-8
grid = np.array([heat_capacity(pair, t * T_unit) for t in np.geomspace(0.04, 50, 3000)])
turns = np.count_nonzero(np.diff(np.sign(np.diff(grid))))
assert turns == 1

# Root condition against direct maximization over temperature
y_peak = brentq(lambda y: y * np.tanh(y) - 1, 0.5, 3, xtol=1e-14)
T_peak, C_peak = find_peak(lambda T: heat_capacity(pair, T), 0.1 * T_unit, 2 * T_unit)
assert abs(k_B * T_peak / E - 1 / (2 * y_peak)) < 1e-6
assert abs(C_peak - (y_peak ** 2 - 1)) < 1e-10
assert round(C_peak, 2) == 0.44 and round(k_B * T_peak / E, 2) == 0.42
y_low, y_high = 1.199, 1.200
f_low, f_high = y_low * np.tanh(y_low), y_high * np.tanh(y_high)
assert f_low < 1 < f_high
upper_population = populations(pair, T_peak)[1]

# Entropy gained from T = 0 to infinity; C/T dT becomes C/y dy
entropy = quad(lambda y: y / np.cosh(y) ** 2, 0, 50)[0]
assert abs(entropy - np.log(2)) < 1e-8

# Full double well V = barrier*((q/a)^2 - 1)^2 on a sinc grid, q = a*s
mass_u, half_distance_nm = 16.0, 0.05
mass = mass_u * const.atomic_mass
kinetic_unit = const.hbar ** 2 / (2 * mass * (half_distance_nm * 1e-9) ** 2) / const.e * 1e6


def well_hamiltonian(barrier, spacing, extent=2.4):
    n_side = int(round(extent / spacing))
    index = np.arange(-n_side, n_side + 1)
    s = index * spacing
    gap = index[:, None] - index[None, :]
    safe = np.where(gap == 0, 1, gap)
    sign = np.where(gap % 2 == 0, 1.0, -1.0)
    kinetic = np.where(gap == 0, np.pi ** 2 / 3, 2 * sign / safe ** 2) / spacing ** 2
    return kinetic_unit * kinetic + np.diag(barrier * (s ** 2 - 1) ** 2), s


def symmetric_splitting(barrier, spacing=0.04):
    levels = eigh(well_hamiltonian(barrier, spacing)[0], eigvals_only=True)
    return levels[1] - levels[0]


barrier = brentq(lambda b: symmetric_splitting(b) - D0,
                 20 * kinetic_unit, 80 * kinetic_unit, xtol=1e-6)
assert abs(symmetric_splitting(barrier, 0.03) / D0 - 1) < 1e-5  # grid converged
H_well, s_grid = well_hamiltonian(barrier, 0.04)
_, states = eigh(H_well)
s_01 = abs(np.sum(states[:, 0] * s_grid * states[:, 1]))
tilt = D / (2 * s_01)  # makes the energy difference of the two wells D
well_levels = eigh(H_well + np.diag(tilt * s_grid), eigvals_only=True)[:40]
well_levels = well_levels - well_levels[0]
E_well = well_levels[1]
assert abs(E_well / E - 1) < 1e-3
T_well, C_well = find_peak(lambda T: heat_capacity(well_levels, T), 0.1 * T_unit, 2 * T_unit)
assert abs(T_well / T_peak - 1) < 1e-3 and abs(C_well - C_peak) < 1e-6
T_higher = brentq(lambda T: heat_capacity(well_levels, T)
                  - heat_capacity(well_levels[:2], T) - 0.01, 1.0, 30.0)
assert T_higher > 10 * T_peak

# Spread of splittings: averages over uniform distributions
nodes, weights = np.polynomial.legendre.leggauss(400)


def averaged(T, E_min, E_max):
    energies = 0.5 * (E_max + E_min) + 0.5 * (E_max - E_min) * nodes
    return 0.5 * np.sum(weights * schottky(energies / (2 * k_B * T)))


T_spread, C_spread = find_peak(lambda T: averaged(T, 0.5 * E, 1.5 * E),
                               0.1 * T_unit, 2 * T_unit)
assert C_spread < C_peak
E_top = 100 * E
C_flat = averaged(T_peak, 0, E_top)
flat_ratio = averaged(2 * T_peak, 0, E_top) / C_flat
flat_coefficient = C_flat * E_top / (k_B * T_peak)
assert abs(flat_ratio - 2) < 1e-6
assert abs(flat_coefficient - np.pi ** 2 / 6) < 1e-6

# Change of asymmetry, and degenerate levels
D_change = 1.0
shifted = np.linalg.eigvalsh(0.5 * np.array([[D + D_change, -D0], [-D0, -D - D_change]]))
T_shifted, _ = find_peak(lambda T: heat_capacity(shifted, T), 0.1 * T_unit, 2 * T_unit)
T_up2, C_up2 = find_peak(lambda T: heat_capacity(np.array([0, E, E]), T),
                         0.1 * T_unit, 2 * T_unit)
T_low2, C_low2 = find_peak(lambda T: heat_capacity(np.array([0, 0, E]), T),
                           0.1 * T_unit, 2 * T_unit)
assert C_low2 < C_peak < C_up2

print("GENERAL RESULT")
print(f"y tanh y at y = {y_low:.3f}: {f_low:.5f}")
print(f"y tanh y at y = {y_high:.3f}: {f_high:.5f}")
print(f"kT/E at these two y: {1/(2*y_low):.4f}, {1/(2*y_high):.4f}")
print(f"y^2 - 1 at these two y: {y_low**2-1:.4f}, {y_high**2-1:.4f}")
print(f"root y*: {y_peak:.5f};  E/kT at peak: {2*y_peak:.5f}")
print(f"kT/E at peak: {k_B*T_peak/E:.5f}")
print(f"peak heat capacity: {C_peak:.5f} k")
print(f"upper population at peak: {upper_population:.4f}")
print(f"turning points of C(T) found on grid: {turns}")
print(f"entropy integral: {entropy:.6f} k;  ln 2: {np.log(2):.6f}")
print("WORKED EXAMPLE")
print(f"asymmetry energy D: {D:.1f} micro-eV")
print(f"tunnelling energy D0: {D0:.1f} micro-eV")
print(f"splitting E: {E:.1f} micro-eV")
print(f"E/h: {E*1e-6*const.e/const.h/1e9:.3f} GHz;  E/k: {T_unit:.4f} K")
print(f"Boltzmann constant: {k_B:.4f} micro-eV/K")
print(f"peak temperature: {T_peak*1e3:.2f} mK")
print(f"kT at peak: {k_B*T_peak:.3f} micro-eV")
print(f"peak heat capacity per defect: {C_peak*const.k:.4e} J/K")
print(f"peak heat capacity per mole of defects: {C_peak*const.R:.3f} J/(mol K)")
print("HIGHER LEVELS OF THE DOUBLE WELL")
print(f"mass: {mass_u:.0f} u;  distance of minima: {2*half_distance_nm:.2f} nm")
print(f"barrier that gives D0: {barrier/1e3:.2f} meV")
print(f"splitting from full tilted well: {E_well:.4f} micro-eV")
print(f"third level above ground: {well_levels[2]/1e3:.2f} meV")
print(f"third level / kT at peak: {well_levels[2]/(k_B*T_peak):.0f}")
print(f"full-well peak: {C_well:.5f} k at {T_well*1e3:.2f} mK")
print(f"higher levels add 0.01 k at: {T_higher:.1f} K")
print("SPREAD OF SPLITTINGS")
print(f"uniform {0.5*E:.0f} to {1.5*E:.0f} micro-eV: peak {C_spread:.4f} k at {T_spread*1e3:.2f} mK")
print(f"flat 0 to {E_top/1e3:.1f} meV: C per defect at {T_peak*1e3:.2f} mK: {C_flat:.5f} k")
print(f"flat: C ratio when T doubles: {flat_ratio:.4f}")
print(f"flat: coefficient {flat_coefficient:.5f};  pi^2/6: {np.pi**2/6:.5f}")
print("ASYMMETRY CHANGE AND DEGENERACY")
print(f"D raised by {D_change:.1f} micro-eV: E = {shifted[1]-shifted[0]:.3f} micro-eV")
print(f"peak temperature then: {T_shifted*1e3:.2f} mK ({100*(T_shifted/T_peak-1):+.1f} %)")
print(f"upper level doubled: peak {C_up2:.4f} k at kT/E = {k_B*T_up2/E:.4f}")
print(f"lower level doubled: peak {C_low2:.4f} k at kT/E = {k_B*T_low2/E:.4f}")
print("all assertions hold")
```

Printed output:

```
GENERAL RESULT
y tanh y at y = 1.199: 0.99919
y tanh y at y = 1.200: 1.00039
kT/E at these two y: 0.4170, 0.4167
y^2 - 1 at these two y: 0.4376, 0.4400
root y*: 1.19968;  E/kT at peak: 2.39936
kT/E at peak: 0.41678
peak heat capacity: 0.43923 k
upper population at peak: 0.0832
turning points of C(T) found on grid: 1
entropy integral: 0.693147 k;  ln 2: 0.693147
WORKED EXAMPLE
asymmetry energy D: 12.0 micro-eV
tunnelling energy D0: 16.0 micro-eV
splitting E: 20.0 micro-eV
E/h: 4.836 GHz;  E/k: 0.2321 K
Boltzmann constant: 86.1733 micro-eV/K
peak temperature: 96.73 mK
kT at peak: 8.336 micro-eV
peak heat capacity per defect: 6.0642e-24 J/K
peak heat capacity per mole of defects: 3.652 J/(mol K)
HIGHER LEVELS OF THE DOUBLE WELL
mass: 16 u;  distance of minima: 0.10 nm
barrier that gives D0: 22.33 meV
splitting from full tilted well: 20.0000 micro-eV
third level above ground: 11.18 meV
third level / kT at peak: 1342
full-well peak: 0.43923 k at 96.73 mK
higher levels add 0.01 k at: 14.9 K
SPREAD OF SPLITTINGS
uniform 10 to 30 micro-eV: peak 0.3894 k at 98.29 mK
flat 0 to 2.0 meV: C per defect at 96.73 mK: 0.00686 k
flat: C ratio when T doubles: 2.0000
flat: coefficient 1.64493;  pi^2/6: 1.64493
ASYMMETRY CHANGE AND DEGENERACY
D raised by 1.0 micro-eV: E = 20.616 micro-eV
peak temperature then: 99.71 mK (+3.1 %)
upper level doubled: peak 0.7618 k at kT/E = 0.3767
lower level doubled: peak 0.2408 k at kT/E = 0.4489
all assertions hold
```
